# Neutral Depletion by Electron Pressure in High-Density Etch Plasmas

## The decision: may the gas density be taken as uniform?

A reactor calculation needs the neutral density at every point, because the local rates of ionization and of radical production are proportional to it. The simplest choice is to take the gauge pressure, divide by the gas temperature and use one density everywhere. Among the effects that can spoil it are uneven gas heating and an electron pressure that is a sizeable part of the gas pressure. The latter is the main subject here.

For electrons of temperature 3 eV at a density of $10^{12}$ cm$^{-3}$, the electron pressure is 3.6 mTorr. The same pressure is 4.8 microbar; reading that number as mTorr would overstate the pressure by a third. Static pressure balance would then lower the neutral pressure at the centre by 3.6 mTorr relative to the edge. The real displacement is smaller when ions carry part of their momentum to the wall. In the 20 mTorr example below it is 2.3 mTorr, or 11% of the edge pressure.

## Electron pressure and its unit

Temperatures are written in energy units, so $T_e$ stands for $k_B$ times the electron temperature in kelvin. Pressure is the flux of momentum along $x$. For a Maxwellian, the distribution of the velocity component $v_x$ is

$$f(v_x)=n\sqrt{\frac{m_e}{2\pi T_e}}\;e^{-m_ev_x^2/2T_e},\qquad p_e=\int m_e v_x^2 f\,dv_x .$$

Since $m_e v_x f=-T_e\,df/dv_x$, integration by parts gives

$$p_e=-T_e\int v_x\frac{df}{dv_x}\,dv_x=T_e\int f\,dv_x=nT_e .$$

The boundary term vanishes because $f$ falls faster than any power of $v_x$. With $n=10^{18}$ m$^{-3}$ and $T_e=3\times1.602\times10^{-19}$ J,

$$p_e=0.481\ \text{Pa}=3.6\ \text{mTorr}.$$

This is 1.2 mTorr for each eV at $10^{12}$ cm$^{-3}$. At 3 eV, a pressure of 5 mTorr would need a density of $1.39\times10^{12}$ cm$^{-3}$.

## How electrons push the gas

Electrons hardly push neutrals by direct collisions. The force passes through the electric field to the ions, and from the ions to the gas. Following it needs three momentum equations.

Take a steady plasma between parallel walls, with its centre at $x=0$ and a sheath edge at $x=L$. It is unmagnetised and quasineutral, with singly charged ions of density $n$ and velocity $u$. Neutrals have density $N$, velocity $v$ and pressure $p_n=NT_i$; ions and neutrals share the mass $m$ and the temperature $T_i$. All temperatures are uniform. Ions recombine at the wall and return as neutrals, so there is no net flow of heavy particles: $Nv=-nu$.

**Electrons.** Their inertia and their friction with the gas are neglected. The field force then balances the pressure gradient:

$$0=-enE-\frac{d(nT_e)}{dx}. \tag{1}$$

Density falls outward, so $E$ points outward. It holds the electrons back and pulls the ions towards the wall.

**Ions.** Let $S$ be the number of ionizations per volume and time, and $R$ the momentum per volume and time that ions give to neutrals in collisions, mainly charge exchange. Each new ion brings the momentum $mv$ of the neutral from which it was made:

$$\frac{d(mnu^2)}{dx}=enE-\frac{d(nT_i)}{dx}-R+mSv. \tag{2}$$

**Neutrals.** They receive $R$ and lose $mv$ with each ionization:

$$\frac{d(mNv^2)}{dx}=-\frac{dp_n}{dx}+R-mSv. \tag{3}$$

The velocity $v$ is small, so equation (3) is nearly $dp_n/dx=R$. The ions drag the gas outward, but the wall prevents a net outflow. Neutral pressure therefore builds up towards the wall until its gradient balances the drag. This is the depletion of the centre.

## The balance and its missing term

Adding (1), (2) and (3) cancels the field force, the drag and the ionization terms in pairs:

$$\frac{d}{dx}\left[p_n+n(T_e+T_i)+mnu^2+mNv^2\right]=0. \tag{4}$$

The bracket is the same at every position. Static balance keeps its first two terms; the other two are the momentum carried by the flows.

At the centre both velocities vanish by symmetry. With subscripts 0 for the centre and $s$ for the sheath edge, and $T=T_e+T_i$, equation (4) gives

$$p_{n,s}-p_{n,0}=(n_0-n_s)T-mn_su_s^2-mN_sv_s^2. \tag{5}$$

The ion speed at the edge is still needed. Ion continuity is $d(nu)/dx=S$, so

$$\frac{dn}{dx}=\frac1u\left(S-n\frac{du}{dx}\right),\qquad
\frac{d(mnu^2)}{dx}=muS+mnu\frac{du}{dx}.$$

Equation (1) replaces $enE$ in (2) by $-T_e\,dn/dx$. Inserting the two expressions above gives

$$muS+mnu\frac{du}{dx}=-\frac{T}{u}\left(S-n\frac{du}{dx}\right)-R+mSv.$$

Collecting the terms in $du/dx$ and multiplying by $-u$ leads to

$$n(T-mu^2)\frac{du}{dx}=TS+uR+muS(u-v). \tag{6}$$

For outward ions and inward neutrals every term on the right is positive. The velocity gradient therefore diverges when $mu^2$ reaches $T$. Quasineutrality fails there and the sheath begins, so $mu_s^2=T$. Equation (5) becomes

$$\boxed{p_{n,s}-p_{n,0}=(n_0-2n_s)(T_e+T_i)-mN_sv_s^2}. \tag{7}$$

One $n_sT$ is the plasma pressure that remains at the edge. The other, equal to it, is the momentum flux of the ions entering the sheath. When $n_s\ll n_0$ and $T_i\ll T_e$, and the small neutral-flow term is dropped, the result is the static value $n_0T_e$.

## Two limits: free ions and frequent collisions

**No ion drag.** Set $R=0$ and neglect the neutral velocity. Equation (3) then gives a uniform $p_n$, and (4) reduces to $nT+mnu^2=n_0T$. At the edge this reads $2n_sT=n_0T$, so $n_s=n_0/2$ and the displacement in (7) vanishes. The electron pressure is as large as before, but the ions deliver its push to the wall instead of the gas.

In the example below, removing the drag from the equations changes the displacement from 2.3 mTorr to $-0.0014$ mTorr, with $n_s/n_0=0.4998$. The tiny negative remainder comes from the momentum of the returning neutrals. This test supports the causal claim: in this model ion drag produces the depletion.

**Frequent collisions.** The example treats the ion–neutral collisions as charge exchange with a constant cross-section $\sigma$. Each exchange passes on a momentum of about $mw$, where $w$ is the relative flow velocity, and the mean collision speed is approximated by the square root in the drag law

$$R=mnN\sigma w\sqrt{w^2+v_T^2},\qquad w=u-v,\qquad v_T^2=\frac{16T_i}{\pi m}.$$

This form is approximate. Fast encounters are more frequent and also pass on more momentum, so an exact average over two Maxwellians at temperature $T_i$ gives a drag up to one third larger at slow drift. In the 20 mTorr example that would lower $n_s/n_0$ from 0.187 to 0.167 and raise the displacement from 2.3 to 2.4 mTorr; at 1000 mTorr it would lower $n_s/n_0$ by about a quarter. The simpler law is used throughout below.

When $w\ll v_T$ and $v$ is negligible, $R=mn\nu u$ with $\nu=N\sigma v_T$. If ion inertia is also small, (1) and (2) give

$$nu=-\frac{T}{m\nu}\frac{dn}{dx}.$$

Take $N$ as nearly uniform, so that $S=\nu_i n$ with a constant ionization frequency $\nu_i$. Continuity then becomes

$$\frac{d^2n}{dx^2}=-\frac{m\nu\nu_i}{T}\,n .$$

The symmetric solution with a small edge density is $n\simeq n_0\cos(\pi x/2L)$. Its flux at $x=L$ is $\pi Tn_0/(2m\nu L)$. Equating this to $n_sc_s$, where $c_s=\sqrt{T/m}$, gives

$$\frac{n_s}{n_0}\simeq\frac{\pi c_s}{2\nu L}
=\frac{\pi}{2}\,\frac{\lambda}{L}\,\frac{c_s}{v_T},\qquad \lambda=\frac{1}{N\sigma}. \tag{8}$$

More gas shortens the mean free path $\lambda$, lowers $n_s/n_0$ and brings the displacement towards the static value. Estimate (8) requires $\lambda/L$ to be small enough that the result is far below one.

## A 20 mTorr example

The model gas has mass 40 u, temperature 600 K and $\sigma=10^{-14}$ cm$^2$. The half-gap is 5 cm and the neutral pressure at the sheath edge is held at 20 mTorr. The central plasma has $n_0=10^{12}$ cm$^{-3}$ and $T_e=3$ eV. The ionization coefficient is adjusted until production balances wall loss, which gives $4.3\times10^{-11}$ cm$^3$/s.

Solving the separate ion and neutral equations gives $n_s/n_0=0.187$. The central ion pressure is 0.062 mTorr, so (7) yields

$$(1-2\times0.1866)(3.605+0.062)\ \text{mTorr}=2.30\ \text{mTorr}.$$

The neutral-flow term is only 0.0004 mTorr. The pressure difference found directly from the solved neutral profile is also 2.30 mTorr, as is the drag integrated from centre to edge. The neutral pressure at the centre is 17.7 mTorr.

The difference from the static value can be traced term by term:

- The central plasma pressure, electrons and ions together, is 3.67 mTorr.
- A plasma pressure of 0.68 mTorr remains at the sheath edge.
- The ion flow carries another 0.68 mTorr into the sheath.
- The remaining 2.30 mTorr appears as neutral pressure difference.

Most of the ion flow term arises near the wall. It is 0.05 mTorr at half the distance to the edge, 0.16 mTorr at 80% and 0.68 mTorr at the edge. The local neutral pressure gradient is about 90% of the static value $-d(nT)/dx$, electrons and ions together, in the inner half of the plasma and 86% at 80% of the distance to the edge, but only about half at 99%. Static balance is therefore a fair local approximation in the inner plasma and a poor one close to the sheath.

The result (7) uses one ion speed at each position, while real ions are born at different places and have a spread of speeds. The momentum bookkeeping was tested without that simplification. Ions were born at rest in the field belonging to a prescribed density $n/n_0=e^{-x^2/2}$, with $x$ in scaled units, and followed to $x=0.6$. Charge exchange restarted them at rest. The momentum given to neutrals plus that still carried by ions equalled the drop in electron pressure. The neutrals' share was zero without collisions, 17% when the collision rate was 0.3 times the growth rate of the ion motion in this field, and 79% when it was 3 times that rate. These shares belong to the prescribed profile and are not predictions for the reactor.

## Dependence on gas pressure

The following values hold $n_0$, $T_e$, gas temperature and gap fixed. The ionization coefficient is readjusted in each case.

| Edge pressure (mTorr) | $n_s/n_0$ | Displacement (mTorr) |
|---:|---:|---:|
| 5 | 0.345 | 1.1 |
| 10 | 0.267 | 1.7 |
| 20 | 0.187 | 2.3 |
| 50 | 0.100 | 2.9 |
| 100 | 0.057 | 3.3 |
| 1000 | 0.0065 | 3.6 |

The absolute displacement rises with gas pressure, but its relative importance falls: it is 23% of the edge pressure at 5 mTorr, 11% at 20 mTorr and about 3% at 100 mTorr. At 5 mTorr the static law would predict a 72% reduction, three times too much within this model. Below an edge pressure of 3.6 mTorr it would even require a negative neutral pressure at the centre. That signals the failure of the static assumption, not a centre empty of gas.

The last row gives 3.62 mTorr, slightly above the electron pressure of 3.61 mTorr, because the ion pressure also contributes. It also allows a comparison with (8). At fixed temperature the mean free path scales inversely with pressure, from 3.11 mm at 20 mTorr to 0.062 mm at 1000 mTorr. The ratio of speeds is

$$\frac{v_T}{c_s}=\sqrt{\frac{16}{\pi}\,\frac{0.062}{3.667}}=0.29,$$

so (8) gives $n_s/n_0\simeq0.0066$, close to the solved 0.0065. At 20 mTorr the same estimate would be 0.33 instead of 0.187. In the quasineutral model the ions reach $c_s$, more than three times $v_T$, at the edge at every pressure, but the region of fast ions differs in width. In the solved profile at 1000 mTorr, $u$ exceeds $v_T$ only in about the last 0.4% of the half-gap. That layer, 0.2 mm wide, is comparable to the Debye length there, about 160 micrometres, which itself exceeds the ion mean free path. Quasineutrality then fails before the ions reach $c_s$: the charge imbalance implied by the solved profile is already 10% at $u\simeq0.33\,c_s$, where $n/n_0\simeq0.02$. The edge ratio in the last row is therefore a property of the model and not a physical sheath-edge density; placing the edge at that earlier point changes the displacement by only about 1%. At 20 mTorr the solved ion speed is already about $0.9\,v_T$ at 80% of the distance to the edge, so the assumption of slow ions fails over a sizeable outer region.

## Pressure, density and gas heating

Reaction rates depend on density, not directly on pressure. At uniform gas temperature the two have the same profile, and the central neutral density in the 20 mTorr case is 0.885 of the edge value. With a nonuniform temperature,

$$\frac{N_0}{N_s}=\frac{p_{n,0}}{p_{n,s}}\,\frac{T_{g,s}}{T_{g,0}} . \tag{9}$$

A centre at 800 K and an edge at 400 K would contribute a factor of 0.5 from heating alone. Heating can thus outweigh electron pressure as a cause of low central density, and a measured density deficit cannot be assigned to electron pressure until the gas temperature is known.

Gas temperature also has a weaker effect on the pressure displacement. At a fixed edge pressure, hotter gas is thinner and collides less often with the ions. Repeating the example with uniform gas at 400 K gives 2.5 mTorr, and at 800 K it gives 2.2 mTorr.

The reference pressure matters too. Equation (7) compares the centre with the sheath edge. In a closed vessel at uniform, unchanged temperature, with few neutrals converted to ions, the volume average of $p_n$ stays near the fill pressure. The edge then rises above the fill value while the centre falls below it, so the drop at the centre relative to the fill is smaller than the displacement in (7).

## Relation to a real reactor

The parameters are rough values for a high-density inductively coupled etch reactor. Such reactors commonly run at a few to some tens of mTorr with electron temperatures of a few eV; $10^{12}$ cm$^{-3}$ is towards the high end of their density. The model's adjusted ionization coefficient is not that of a named gas: in a real discharge the gas and the electron energy distribution fix it, and $T_e$ changes with pressure. The result depends on the cross-section: $\sigma$ here counts exchanges of the full momentum $mw$, so it equals half the usual momentum-transfer cross-section, and halving it to $5\times10^{-15}$ cm$^2$ lowers the 20 mTorr displacement from 2.3 to 1.8 mTorr. Real reactors also break the assumption of uniform gas temperature. The 400 K and 800 K cases move the displacement by about 0.2 mTorr or less, while the density can change by the much larger factor in (9).

Other neglected effects were sized for the same example. Ions at 0.2 eV would have a central pressure of 0.24 mTorr instead of 0.06 mTorr; at fixed $n_s/n_0$ this adds about 0.1 mTorr to the displacement. Hotter ions also collide at higher speed; with $v_T^2=8(T_i+T_g)/\pi m$ in the drag law, where $T_g$ is the gas temperature, $n_s/n_0$ falls to about 0.16 and the total increase is about 0.35 mTorr. Simple estimates give 0.003 mTorr for electron–neutral friction, with a cross-section of $10^{-15}$ cm$^2$, and 0.007 mTorr for viscous stress. Weighting the friction by electron speed raises it to about 0.005 mTorr; the hard-sphere viscosity and the steeper velocity gradient at the centre raise the stress to about 0.014 mTorr. Both remain negligible beside the displacement. The Debye length at the sheath edge is 30 micrometres, so quasineutrality is sound across most of the gap.

The neutral mean free path is a more serious limit. For a neutral–neutral cross-section of $4\times10^{-15}$ cm$^2$ it is 5.5 mm, or 11% of the half-gap. About 30% of the neutral pressure rise lies within one such path of the sheath edge, where treating the neutrals as a fluid with a single pressure is only a rough description. The computed displacement carries that uncertainty. At 5 mTorr the path is about four times longer, and the first row of the table is an indication only. Side walls, gas injection, pumping, negative ions and nonuniform electron temperature lie outside the model, and their effect is not estimated here.

## What to do in a calculation

1. Compute $n_0T_e$ in the unit of the gauge: 1.2 mTorr per eV at $10^{12}$ cm$^{-3}$. If this is well below the accuracy required of the gas pressure, electron-pressure depletion can be ignored. Gas heating must still be judged separately.
2. If it is not small, obtain $n_s/n_0$ from a fluid solution with one ion speed at each position and use (7). For a planar, unmagnetised plasma with positive ions, the factor $1-2n_s/n_0$ then shows how much of the static value survives. With a kinetic ion solution, use the computed ion momentum flux at the edge instead: collisionless ions with a spread of speeds give $n_s/n_0\simeq0.43$, for which this factor would wrongly predict a 15% displacement instead of none.
3. If the displacement is a sizeable part of the gas pressure, solve neutral momentum together with ion momentum, since the gas density changes the drag that displaces it.
4. In that coupled solution, give the neutrals the ion drag $R$. Do not add a separate force $-d(nT_e)/dx$ to the neutral equation: the drag already transmits that push, and it would be counted twice.
5. In a gas mixture, apply the balance to the total neutral pressure. It does not determine how the displacement is shared between parent molecules and radicals; that requires their separate transport, collision and reaction rates.

The numerical output below gives the profile and the individual terms of the balance.

## Table of computed values

```
Electron temperature: 3.0 eV
Central plasma density: 1.0e+12 cm^-3
Electron pressure: 0.4807 Pa
Electron pressure: 3.605 mTorr
Electron pressure: 4.807 microbar
Density needed for 5 mTorr at this temperature: 1.387e+12 cm^-3
Model mass: 40 u
Half-gap: 5.0 cm; gas: 600 K
Ion-neutral cross-section: 1.0e-14 cm^2
Ion mean free path at edge: 3.11 mm
Adjusted ionization coefficient: 4.345e-11 cm^3/s
Ion speed at sheath edge: 2.713 km/s
Neutral speed at sheath edge: -1.57 m/s
Profile: x/L, n (1e12 cm^-3), then pressures in mTorr:
  neutral, electron, ion thermal, ion flow
  0.0  1.0000  17.702  3.605  0.062  0.000
  0.5  0.8620  18.156  3.108  0.054  0.051
  0.8  0.6141  18.957  2.214  0.038  0.160
  1.0  0.1866  20.000  0.673  0.012  0.684
Edge/centre plasma density: 0.1866
Neutral pressure displacement, solved: 2.298 mTorr
Displacement from formula: 2.298 mTorr
Integrated ion drag: 2.299 mTorr
Displacement/electron pressure: 0.638
Centre/edge neutral density: 0.885
No drag: edge/centre plasma density 0.4998
No drag: displacement -0.0014 mTorr
Gas sweep: edge pressure (mTorr), ns/n0, displacement (mTorr)
     5  0.3449  1.132
    10  0.2672  1.706
    20  0.1866  2.298
    50  0.1000  2.934
   100  0.0569  3.250
  1000  0.0065  3.619
Kinetic test: collision rate/acceleration rate, share to neutrals
  0.0  0.0000
  0.3  0.1745
  3.0  0.7863
Neutral flow term: 0.0004 mTorr
Ion pressure if ions had 0.2 eV: 0.240 mTorr
Electron-neutral friction: 0.0034 mTorr
Viscous stress, estimate: 0.0069 mTorr
Neutral mean free path: 5.49 mm
Neutral path/half-gap: 0.110
Debye length at sheath edge: 29.8 micrometre
Displacement with 400 K gas: 2.482 mTorr
Displacement with 800 K gas: 2.161 mTorr
Density factor from 800 K centre, 400 K edge: 0.50
```
